# Singlet–triplet mixing in helium 2 ³P₁ and its intercombination decay

## Problem

In a free helium atom ($Z=2$) the level $2\,^3P_1$ lies about 0.25 eV below $2\,^1P_1$; for the arithmetic, take the assigned value $\Delta=0.254$ eV for this gap. The Breit spin-orbit interaction couples the two. Treat the nucleus as fixed, take the electron $g$ factor as 2, and work to leading order in the Breit interaction.

1. Find the part of the spin-orbit interaction that connects singlets with triplets.
2. Estimate the magnitude $W$ of its element between $2\,^3P_1$ and $2\,^1P_1$. Use a $1s$ core and a hydrogenic $2p$ electron that sees unit charge.
3. Find the resulting depression of $2\,^3P_1$ and its singlet weight.
4. Derive the electric dipole rate for $2\,^3P_1\to1\,^1S_0$ in the two-state approximation and evaluate it.
5. Determine how other states enter the rate, and judge the estimate against a larger calculation.

Data for part 4 come from a nonrelativistic configuration-interaction (CI) calculation, in which two-electron functions built from 52 Gaussian orbitals of $s$, $p$ and $d$ type diagonalize the Hamiltonian. The excitation energies are $E_S=21.1821$ eV for $2\,^1P$ and $E_T=20.9255$ eV for $2\,^3P$ (the digits are those of the basis calculation, kept so that ratios and differences can be reproduced). The element of $x_1+x_2$ between $1\,^1S$ and the $x$ component of $2\,^1P$ has magnitude $d=0.42063\,a_0$.

## Solution

### 1. The operator that changes the total spin

Let $K=e^2/(4\pi\varepsilon_0)$, $\mathbf r_{12}=\mathbf r_1-\mathbf r_2=-\mathbf r_{21}$ and $\boldsymbol\ell_i=\mathbf r_i\times\mathbf p_i$. Orbital and spin angular momenta carry their factors of $\hbar$. The spin-orbit terms are

$$
H_{so}=\frac{K}{2m^2c^2}\left[\sum_{i=1}^2\frac{Z\,\boldsymbol\ell_i\cdot\mathbf s_i}{r_i^3}
-\frac{\mathbf r_{12}\times\mathbf p_1}{r_{12}^3}\cdot(\mathbf s_1+2\mathbf s_2)
-\frac{\mathbf r_{21}\times\mathbf p_2}{r_{12}^3}\cdot(\mathbf s_2+2\mathbf s_1)\right].
$$

The first sum comes from the nuclear field. In the other terms, the spin without the factor 2 belongs to the moving electron, and the spin with the factor 2 belongs to its partner.

Set $\mathbf S=\mathbf s_1+\mathbf s_2$ and $\mathbf D=\mathbf s_1-\mathbf s_2$, so that $\mathbf s_1=(\mathbf S+\mathbf D)/2$ and $\mathbf s_2=(\mathbf S-\mathbf D)/2$. Then

$$
\mathbf s_1+2\mathbf s_2=\tfrac12(3\mathbf S-\mathbf D),\qquad
\mathbf s_2+2\mathbf s_1=\tfrac12(3\mathbf S+\mathbf D).
$$

The total spin $\mathbf S$ commutes with $S^2$ and cannot connect a singlet to a triplet. The spin-spin part of the Breit interaction is symmetric in the two spins, so it cannot do so either. Collecting the terms in $\mathbf D$, the nucleus gives $\frac Z2(\boldsymbol\ell_1/r_1^3-\boldsymbol\ell_2/r_2^3)$. The electron-electron terms give

$$
\frac{\mathbf r_{12}\times\mathbf p_1-\mathbf r_{21}\times\mathbf p_2}{2r_{12}^3}
=\frac{\mathbf r_{12}\times(\mathbf p_1+\mathbf p_2)}{2r_{12}^3}.
$$

The coupling is therefore

$$
H'=\frac{K}{4m^2c^2}\,\mathbf V\cdot\mathbf D,\qquad
\mathbf V=Z\left(\frac{\boldsymbol\ell_1}{r_1^3}-\frac{\boldsymbol\ell_2}{r_2^3}\right)
+\frac{\mathbf r_{12}\times(\mathbf p_1+\mathbf p_2)}{r_{12}^3}.
$$

Both $\mathbf V$ and $\mathbf D$ change sign when the electrons are exchanged, so $H'$ is symmetric, as it must be.

### 2. The matrix element

**Spin and angular factor.** Let $\chi_0$ be the spin singlet and define $\chi_c=D_c\chi_0/\hbar$ for $c=x,y,z$. Since $D_c$ is odd under exchange of the spins and $\chi_0$ is odd, each $\chi_c$ is even and hence a triplet. They are orthonormal: in the singlet $\mathbf s_2\chi_0=-\mathbf s_1\chi_0$, so $\mathbf D\chi_0=2\mathbf s_1\chi_0$, and

$$
\langle\chi_c|\chi_d\rangle=\frac{4}{\hbar^2}\langle\chi_0|s_{1c}s_{1d}|\chi_0\rangle=\delta_{cd}.
$$

The last equality uses $s_{1c}s_{1d}=\hbar^2\delta_{cd}/4+(i\hbar/2)\sum_e\epsilon_{cde}s_{1e}$ and the vanishing mean of $\mathbf s_1$ in a singlet. It also follows that $\langle\chi_0|D_c|\chi_d\rangle=\hbar\delta_{cd}$.

Let $S_a$ and $T_b$ be the Cartesian components of the singlet and triplet spatial functions. Two vectors combine to $J=1$ through their antisymmetric product, so

$$
|^3P_1,a\rangle=\frac1{\sqrt2}\sum_{bc}\epsilon_{abc}T_b\chi_c,\qquad |^1P_1,a\rangle=S_a\chi_0 .
$$

For $a=x$,

$$
\langle {}^1P_1,x|\mathbf V\cdot\mathbf D|{}^3P_1,x\rangle
=\frac{\hbar}{\sqrt2}\left[\langle S_x|V_z|T_y\rangle-\langle S_x|V_y|T_z\rangle\right]
=\sqrt2\,\hbar\langle S_x|V_z|T_y\rangle .
$$

The last step is a quarter turn about $x$, which takes $T_y$ to $T_z$ and $V_z$ to $-V_y$ and leaves $S_x$ unchanged. The two terms in the bracket are thus equal.

**Direct terms.** Write $s$ for the normalized $1s$ orbital and $p_x=xf(r)$, $p_y=yf(r)$ for the $2p$ orbitals. The product states are

$$
S_x=\frac{s(1)p_x(2)+p_x(1)s(2)}{\sqrt2},\qquad
T_y=\frac{s(1)p_y(2)-p_y(1)s(2)}{\sqrt2}.
$$

Consider first the terms in which electron 2 is the $p$ electron on both sides. Since $\boldsymbol\ell_1s(1)=0$, the nucleus contributes $-Z\boldsymbol\ell_2/r_2^3$. In the electron-electron part, the average of $\mathbf r_{21}/r_{12}^3$ over the spherical $1s$ density is, by Gauss's law, $q(r_2)\mathbf r_2/r_2^3$, where $q(r)$ is the fraction of the core density inside radius $r$. Because $\mathbf r_{12}=-\mathbf r_{21}$, the $\mathbf p_2$ term gives $-q(r_2)\boldsymbol\ell_2/r_2^3$.

To treat the $\mathbf p_1$ term, note that for real orbitals $a,b$ integration by parts gives

$$
\int a\,\frac{\mathbf r_{12}}{r_{12}^3}\times\nabla_1 b\;d^3r_1
=-\int a\,\nabla_1\frac1{r_{12}}\times\nabla_1 b\;d^3r_1
=\int\frac{\nabla_1a\times\nabla_1b}{r_{12}}\,d^3r_1 ,
$$

because the integral of the curl of $a\nabla_1b/r_{12}$ vanishes. With $a=b=s$ the cross product is zero, so this term drops out.

The terms with electron 1 in the $p$ orbital have the opposite sign in $T_y$ and in $\mathbf V$, so they contribute equally. Each carries a factor $\tfrac12$ from normalization. Together,

$$
\langle S_x|V_z|T_y\rangle_{\rm dir}=-\left\langle p_x\left|\frac{Z+q(r)}{r^3}\,\ell_z\right|p_y\right\rangle .
$$

**Exchange terms.** In these, the electrons swap orbitals between bra and ket. The nuclear part vanishes because $s$ and $p$ are orthogonal. For the electron-electron part, set $v=(\mathbf r_{12}\times\mathbf p_1)_z/r_{12}^3$. The corresponding part of $V_z$ is $v$ minus its exchanged copy. Since $S_x$ is even and $T_y$ odd, its element is $2\langle S_x|v|T_y\rangle$, with exchange contribution $-K_1+K_2$, where

$$
K_1=\langle s\,p_x|v|p_y\,s\rangle,\qquad K_2=\langle p_x\,s|v|s\,p_y\rangle .
$$

The first orbital in each pair belongs to electron 1. The identity above requires two cross products. With $s'=ds/dr$,

$$
(\nabla s\times\nabla p_y)_z=\frac{s'f}{r}x,\qquad
(\nabla p_x\times\nabla s)_z=\frac{s'f}{r}y,
$$

since the parts of $\nabla p$ along $\mathbf r$ are parallel to $\nabla s$. Therefore

$$
K_1=-i\hbar\iint\frac{s'f x}{r}\Big|_1\frac{p_x(2)s(2)}{r_{12}}d^3r_1d^3r_2,\quad
K_2=-i\hbar\iint\frac{s'f y}{r}\Big|_1\frac{s(2)p_y(2)}{r_{12}}d^3r_1d^3r_2 .
$$

Renaming $x\leftrightarrow y$ turns one into the other. Hence $K_1=K_2$, and exchange cancels for these product states.

**Point core and radial factor.** If the $2p$ electron stays outside the core, $q=1$ and the factor is $Z+1$. Although the core screens the nuclear charge to $Z-1$ in the coupling of $\boldsymbol\ell_2$ to $\mathbf s_2$, $\boldsymbol\ell_2$ also couples to $\mathbf s_1$ with weight $-2$. The combination $(Z-1)\mathbf s_2-2\mathbf s_1$ contains $-\tfrac12(Z+1)\mathbf D$, so the two contributions reinforce each other in singlet-triplet mixing.

The hydrogenic radial function is $R=(24a_0^3)^{-1/2}(r/a_0)e^{-r/2a_0}$. With $\rho=r/a_0$,

$$
\langle r^{-3}\rangle=\int_0^\infty R^2r^{-3}r^2dr=\frac1{24a_0^3}\int_0^\infty\rho e^{-\rho}d\rho=\frac1{24a_0^3}.
$$

Also $\ell_zp_y=-i\hbar(x\partial_y-y\partial_x)yf=-i\hbar p_x$, so $|\langle p_x|\ell_z|p_y\rangle|=\hbar$. Combining all factors,

$$
\boxed{W=\frac{\sqrt2\,(Z+1)}{24a_0^3}\,\frac{e^2\hbar^2}{4\pi\varepsilon_0\,4m^2c^2}}
$$

From $E_h=K/a_0$ and $\hbar/(mca_0)=\alpha$ one has $K\hbar^2/(m^2c^2a_0^3)=\alpha^2E_h$. For helium this gives

$$
W=\frac{3\sqrt2}{96}\alpha^2E_h=\frac{\sqrt2}{32}(0.00729735)^2(27.2114\ \mathrm{eV})=6.40\times10^{-5}\ \mathrm{eV}.
$$

### 3. Depression and singlet weight

Measure energy from the unmixed triplet level. The two-state matrix has diagonal elements $0$ and $\Delta$ and off-diagonal elements of magnitude $W$. Its eigenvalues satisfy $E(E-\Delta)=W^2$, and the lower one is

$$
E_-=\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+W^2}
=-\frac{W^2}{\Delta}+\frac{W^4}{\Delta^3}-\cdots .
$$

The singlet weight is $\sin^2\theta$ with $\tan2\theta=2W/\Delta$. For $W\ll\Delta$ this gives $\theta\simeq W/\Delta$, and the depression is $\delta\simeq W^2/\Delta$. In the opposite limit, $\Delta\to0$, the depression would become $W$ and the states would mix equally, so the perturbative formula would fail. Here

$$
\theta=\frac{6.404\times10^{-5}}{0.254}=2.52\times10^{-4},\qquad
\theta^2=6.36\times10^{-8},
$$

$$
\boxed{\delta=\frac{(6.404\times10^{-5}\ \mathrm{eV})^2}{0.254\ \mathrm{eV}}=1.61\times10^{-8}\ \mathrm{eV}}
$$

which corresponds to $\delta/h=3.90$ MHz. The first neglected term in $E_-$ is smaller than $\delta$ by a factor of about $\theta^2$, so the accuracy is set by $W$, not by the expansion.

The interaction conserves $J$, and $2\,^1P$ has only $J=1$. The levels $2\,^3P_0$ and $2\,^3P_2$ are therefore not moved by this partner, and the mixing changes the fine-structure intervals. It is a small part of the fine structure: the interval between $J=0$ and $J=1$ is roughly 30 GHz, and arises mainly from diagonal elements of the Breit interaction. Nor is $\delta$ the full second-order shift, to which other intermediate states contribute.

### 4. The intercombination rate

For one photon mode in a volume $\mathcal V$, the squared dipole coupling is $(\hbar\omega/2\varepsilon_0\mathcal V)e^2|\boldsymbol\varepsilon\cdot\mathbf d|^2$, where $\boldsymbol\varepsilon$ is the polarization and $\mathbf d$ the element of $\mathbf r_1+\mathbf r_2$. The number of modes per unit energy and solid angle, for each polarization, is $\mathcal V\omega^2/(8\pi^3\hbar c^3)$. The golden rule then gives

$$
A=\frac{2\pi}{\hbar}\,\frac{\hbar\omega e^2}{2\varepsilon_0\mathcal V}\,\frac{\mathcal V\omega^2}{8\pi^3\hbar c^3}
\int\sum_{\boldsymbol\varepsilon}|\boldsymbol\varepsilon\cdot\mathbf d|^2d\Omega
=\frac{\omega^3e^2}{8\pi^2\varepsilon_0\hbar c^3}\,\frac{8\pi}{3}d^2
=\frac{\omega^3e^2d^2}{3\pi\varepsilon_0\hbar c^3}.
$$

The angular integral follows because the polarizations span the plane normal to the photon direction $\hat{\mathbf k}$: their sum is $d^2-|\hat{\mathbf k}\cdot\mathbf d|^2$, whose mean over directions is $2d^2/3$.

With $\omega=E_S/\hbar$ and $d=0.42063\,a_0$, the spin-allowed rate of $2\,^1P_1\to1\,^1S_0$ is $A_S=1.788\times10^9\ \mathrm{s^{-1}}$.

The dipole operator does not act on spin. Two spin-dependent couplings to the photon, the spin in the gradient of its magnetic field and a term in $\mathbf s\cdot(\mathbf E\times\mathbf p)$, are of the same order as the mixing, each about 5.5% of the full amplitude, but for $g=2$ their electric dipole parts cancel when the length form $\mathbf r_1+\mathbf r_2$ is used. The triplet part of the mixed $2\,^3P_1$ state thus has no element to the singlet ground state, and the singlet part has an element of magnitude $d\sin\theta\simeq\theta d$. The photon energy is $E_T$, not $E_S$. Replacing $d$ by $\theta d$ and $\omega$ by $E_T/\hbar$ gives

$$
\boxed{A_{ic}=\theta^2\left(\frac{E_T}{E_S}\right)^3A_S}
$$

$$
A_{ic}=(6.357\times10^{-8})(0.9641)(1.788\times10^9\ \mathrm{s^{-1}})\simeq1.1\times10^2\ \mathrm{s^{-1}}.
$$

This is the rate of one decay branch. It is not the inverse lifetime of $2\,^3P_1$, which can also decay to $2\,^3S_1$ without a change of spin.

### 5. How good is the estimate?

**The coupling.** Core penetration can be included within the product model. For a $1s$ orbital of charge 2, $q=1-e^{-4\rho}(1+4\rho+8\rho^2)$. The mean of $q$ with the normalized weight $\rho e^{-\rho}$ that occurs in $\langle r^{-3}\rangle$ is

$$
\bar q=1-\int_0^\infty\rho e^{-5\rho}(1+4\rho+8\rho^2)d\rho
=1-\left(\frac1{25}+\frac8{125}+\frac{48}{625}\right)=0.8192 .
$$

The factor 3 falls to 2.819. In the CI calculation the corresponding number is 3.285. Correcting for penetration alone therefore moves the estimate away from the CI value; the point-core result is closer because errors of opposite sign partly compensate. The remaining difference comes from replacing product functions by CI functions. Which feature of the CI functions produces it is not isolated here.

The CI coupling is $7.01\times10^{-5}$ eV and the CI gap is 0.2566 eV. They give a depression of $1.92\times10^{-8}$ eV, or 4.63 MHz. The hand value of $\delta$ is about 16% below this. These CI numbers are not converged to the digits shown: near the complete-basis limit the factor is about 3.31, the coupling $7.06\times10^{-5}$ eV, the gap 0.2537 eV and the depression $1.96\times10^{-8}$ eV (about 4.75 MHz), which puts the hand value about 18% low.

**Other states in the rate.** Other $^1P_1$ states $S_n$ also mix into $2\,^3P_1$, and even-parity $^3P_0$ states $Q_q$ mix into the ground state. Let $T$ denote $2\,^3P_1$ and $0$ the ground state, and let $X=x_1+x_2$. First-order perturbation of both states gives the dipole element

$$
M=\sum_n\frac{\langle0|X|S_n\rangle\langle S_n|H'|T\rangle}{\mathcal E_T-\mathcal E_n}
+\sum_q\frac{\langle0|H'|Q_q\rangle\langle Q_q|X|T\rangle}{\mathcal E_0-\mathcal E_q},
$$

where $\mathcal E$ denotes a total energy. The rate follows from $A=\omega^3e^2|M|^2/(3\pi\varepsilon_0\hbar c^3)$ with $\omega=E_T/\hbar$. Part 4 keeps only the $2\,^1P$ term.

With CI values for the coupling and the gap, that single term gives $129\ \mathrm{s^{-1}}$. Relative to it, the other singlets in the basis add an amplitude of $+0.159$, and mixing in the ground state adds $-0.008$. Amplitudes must be added before squaring:

$$
129\ \mathrm{s^{-1}}\times(1+0.159-0.008)^2\simeq1.7\times10^2\ \mathrm{s^{-1}}.
$$

By itself, an amplitude of 0.159 would give only 2.5% of the two-state rate. Its interference with the main term adds about 32%. The hand estimate is 36% below the full basis sum, partly because its $W$ is too small and partly because it omits these other amplitudes. It gives the order of magnitude, but not a precise rate.

The CI sum is itself approximate. Its finite basis has no $f$ or higher functions, and its discrete states stand in for the continuum. Near the complete-basis limit both excitation energies rise by about 0.04 eV, $A_S$ becomes $1.80\times10^9\ \mathrm{s^{-1}}$, the single term about $134\ \mathrm{s^{-1}}$ and the full sum about $178\ \mathrm{s^{-1}}$, some 4% above the value here; the relative amplitudes barely move ($+0.157$ and $-0.008$), and the hand estimate is then about 38% low. It also omits nuclear recoil and higher relativistic corrections. The numerical check below tests the angular, radial and emission factors separately and evaluates the basis sum.

## Computed results

```
fine-structure constant: 0.007297353
Hartree energy: 27.211386 eV
Bohr radius: 5.291772e-11 m
given gap: 0.254 eV
hand coupling W: 6.4039e-05 eV
hand mixing amplitude theta: 2.5212e-04
hand singlet weight theta^2: 6.3566e-08
hand depression: 1.6146e-08 eV
hand depression / h: 3.904 MHz
24 a0^3 <r^-3> for 2p in Gaussian basis: 1.00000
penetration factor, quadrature: 0.81920
penetration factor, Gaussian integrals: 0.81927
24 |V| for product states (point core 3): 2.8193
24 |V| from CI: 3.2850
number of Gaussian basis functions: 52
CI ground-state energy: -2.901954 hartree
CI excitation energy 2 1P: 21.1821 eV
CI excitation energy 2 3P: 20.9255 eV
CI gap: 0.2566 eV
CI coupling W: 7.0123e-05 eV
CI mixing amplitude theta: 2.7332e-04
CI depression by 2 1P1: 1.9166e-08 eV
CI depression / h: 4.634 MHz
CI dipole x-element, 1 1S to 2 1P: 0.42063 a0
dipole sum rule (ideal 2): 2.00271
CI rate A_S, 2 1P1 to 1 1S0: 1.7876e+09 s^-1
energy factor (E_T/E_S)^3: 0.96410
intercombination rate, hand W and gap: 109.55 s^-1
intercombination rate, CI two-state: 128.75 s^-1
intercombination rate, all CI singlets: 173.07 s^-1
intercombination rate, with ground mixing: 170.76 s^-1
other-singlet / 2 1P amplitude: 0.1594
ground-mixing / 2 1P amplitude: -0.0078
hand rate / full CI-sum rate: 0.6416
```
